A, B and C Terms of Magnetic Circular Dichroism, Derived Twice, part 2

A static magnetic field B and the light both point along z. To first order in B, we seek the difference Δs, left (LCP) minus right (RCP) circular absorption, from ground level A (states a, degeneracy d, energy E_A) to excited level J (states j, energy E_J); E₀ = E_J − E_A. A state outside the level considered is k. The derivations use Hartree atomic units.

H = H₀ + bZ, with b = μ_B B and Z = L_z + gS_z. LCP is absorbed through μ₊ = (μ_x + iμ_y)/√2, RCP through its adjoint μ₋, where μ is the electric dipole operator. The cross section is 4π²αE s±, with photon energy E and α = 1/c; f is the normalized profile.

The first derivation, from shifted states, gave

s± = (1/d){N± f − b(X± − Y±)f′ − (b/kT)Y± f + bT± f},
Δs = b[A₁(−f′) + (B₀ + C₀/kT)f],

A₁ = [(X₊ − X₋) − (Y₊ − Y₋)]/d,
B₀ = (T₊ − T₋)/d,
C₀ = −(Y₊ − Y₋)/d,

N± = Σ_ja |⟨j|μ±|a⟩|²,
X± = Σ_ja Z_jj |⟨j|μ±|a⟩|²,
Y± = Σ_ja Z_aa |⟨j|μ±|a⟩|².

bT± is the change of N± by mixing with other levels; mixing inside a level cancels. Time reversal gives N₊ = N₋ and zero trace of Z in each level.

The second derivation uses β = 1/kT, Q = Tr e^(−βH) and

F±(t) = (1/Q) Tr[e^(−βH) e^(iHt) μ∓ e^(−iHt) μ±].

With a decay g(t), the Fourier transform of g(t)F±(t) is s±(E), and

e^(−iE₀t) → f(E − E₀),
−it e^(−iE₀t) → −f′(E − E₀).

The ground-state factor e^(−βH)e^(iHt) is e^(−τH) with τ = β − it; the excited-state factor e^(−iHt) has τ = it. Between zero-field states m and n, the first-order part of e^(−τH) is, for equal energies,

−bτZ_mn e^(−τE_n),

and for different energies

−bZ_mn [e^(−τE_n) − e^(−τE_m)]/(E_m − E_n).

The opening example, a spinless atom with s–p dipole integral ρ, gave Δs = −2bρ² f′.

### The ground-state factor

First set τ = β − it. Let only A be populated, so that e^(−βE_k) is negligible for every other level. Since Z has zero trace in A, the first-order change of Q vanishes and Q = d e^(−βE_A). The operator e^(−τH)/Q then has these elements, each multiplied by e^(iE_A t)/d:

within A: δ_aa′ − b(β − it)Z_aa′,
between k and a: −bZ_ka/(E_k − E_A),
between a and k: −bZ_ak/(E_k − E_A).

Insert them into F±, keep e^(−iHt) at zero field, and collect the terms that oscillate as e^(−iE₀t). The part within A contributes

(1/d)[N± − b(β − it)Y±] e^(−iE₀t).

Here Y± appears as the trace of Z_aa′ with the matrix of μ∓P_Jμ±, where P_J projects on J. It equals the earlier sum if Z is diagonal, but the trace needs no such choice.

The two elements that connect A with k give complex conjugate contributions. Together they are

−(2b/d) Re Σ ⟨j|μ±|a⟩* ⟨j|μ±|k⟩ Z_ka/(E_k − E_A).

This is the part of bT±/d that comes from mixing of the ground states.

### The excited-state factor

Now keep the ground-state factor at zero field and expand e^(−iHt), for which τ = it. Elements within J give −ibtZ_jj′e^(−iE_J t), and their contribution is

(1/d)(−itb)X± e^(−iE₀t).

Next take elements between J and a state k outside it. The expansion contains both e^(−iE_J t) and e^(−iE_k t). The second belongs to another line. The coefficient of e^(−iE_J t) is

−bZ_kj/(E_k − E_J) for the element between k and j,
−bZ_jk/(E_k − E_J) for the element between j and k.

In the second case the numerator contributes −1 and the denominator is E_J − E_k, so the two signs combine to the expression shown. The two contributions are again complex conjugates. They give the remaining part of bT±/d, the mixing of the excited states.

The complete first-order result for this line is

F± = (e^(−iE₀t)/d){N± − itbX± − b(β − it)Y± + bT±}.

Translate each term with the two correspondences. The term −itbX± gives −bX±f′. The term +itbY± gives +bY±f′. The others multiply f. Hence

s± = (1/d){N±f − b(X± − Y±)f′ − bβY±f + bT±f}.

This is the expression found from the shifted states, and the difference LCP − RCP gives the same A₁, B₀ and C₀.

The factor β − it also shows a relation that was less visible before. A magnetic ground level acts on the signal twice, through its thermal weight and through its frequency, and both effects carry the same sum Y±. Therefore

A₁ = (X₊ − X₋)/d + C₀.

If the excited level is nondegenerate, X± = 0 and A₁ = C₀.

### What each derivation assumes

Both derivations use a time-reversal symmetric H₀, an empty excited level, thermal equilibrium in the field, and one profile for all Zeeman components. In the first derivation the common profile is f itself. In the second it is a decay g(t) that multiplies the whole correlation function and does not depend on B. If the components had different profiles, N₊f and N₋f would no longer describe the zero-order terms, and the cancellation would have to be examined again.

The first derivation assumes that the perturbed states can be followed smoothly from a basis adapted to the field. It also needs the separate argument that removes mixing inside a level. In return, it can be stopped before the profiles and Boltzmann factors are expanded. To leading order, it then still describes a ground level close to magnetic saturation. It also describes Zeeman lines that are resolved, provided that the energy shifts of order b² are small compared with the linewidth. Corrections as small as the B term are in general incomplete in these cases. Mixing inside a level need not cancel when its members differ in weight or line position, and energy shifts of order b² can change the populations noticeably when kT is as small as b.

The second derivation needs no adapted basis. Mixing inside a level does not appear as a separate problem, because the trace uses the whole level at once. It relies on the thermal operator e^(−βH) in combining temperature and time. Populations prepared in another way would need a separate density operator. The terms that carry the factor τ require b|τ| to be small during the life of the oscillation. The real part of τ, which occurs only in the ground-state factor, gives b ≪ kT, and the imaginary part gives b much smaller than the linewidth. These terms come from elements of Z within a degenerate level. If neither level is degenerate they are absent. It is then enough that b times the coupling element of Z is small compared with the gap and that the shifts of order b² are small compared with the linewidth.

Both results were compared with full diagonalization for a random model with spin-orbit coupling, twofold degenerate levels and field mixing of the ground level. When B was doubled, the largest deviation from the linear formula grew by a factor of 7.996. This agrees with a remainder of third order, for which the factor tends to 8. In such Kramers doublets the indirect coupling of order b² is even under time reversal and shifts both members equally. This model therefore has no mixing of order b inside a level and does not probe the argument that removes it. A second model without spin or degeneracy passed the test that only B terms appear.

### Molecules in random orientation

For a field along a unit vector n, Z is linear in n. The difference of the dipole products is linear in n as well. For n along z and any operator R between the dipoles,

μ₋Rμ₊ − μ₊Rμ₋ = i(μ_xRμ_y − μ_yRμ_x),

which is the z component of iμ×Rμ. Each of A₁, B₀ and C₀ is therefore a quadratic form Σ n_k n_l w_kl. For random orientation the average of n_k n_l is δ_kl/3, and the average parameter is (w_xx + w_yy + w_zz)/3. It is the mean of the values for a field along three perpendicular axes of the molecule.

The field does not spoil the random distribution at this order, because the first-order change of Q vanishes for every orientation. In the random model, the formula and a direct average differ by 7.7 × 10⁻⁶ of the largest averaged signal.

### An s → p transition with spin

Return to the atom of the opening and add the electron spin, with g = 2 and a spin-orbit energy ζL·S. The model has round parameters: the centre of the p level is at 20000 cm⁻¹, ζ = 400 cm⁻¹, the Gaussian standard deviation is w = 50 cm⁻¹, and ρ = 1 a.u. Energies are given in cm⁻¹.

The value of L·S is −1 in P₁/₂ and +1/2 in P₃/₂. The two lines therefore lie at 19600 and 20200 cm⁻¹, separated by 3ζ/2.

Start from s↑, for which Z = 1. LCP leads to p₊₁↑, which belongs entirely to P₃/₂ and has Z = 2. RCP leads to p₋₁↑, which L·S couples to p₀↓. In the order p₋₁↑, p₀↓, the matrix of L·S has diagonal elements −1/2 and 0 and off-diagonal elements 1/√2. Its eigenstates are

lower, P₁/₂: (√2, −1)/√3,
upper, P₃/₂: (1, √2)/√3.

RCP thus has strength 2ρ²/3 into P₁/₂ and ρ²/3 into P₃/₂. In the basis p₋₁↑, p₀↓, Z is diagonal with elements 0 and −1. Its mean values are −1/3 in the lower and −2/3 in the upper state, and the element between them is √2/3. Starting from s↓ exchanges the polarizations and reverses every Z.

For P₁/₂, with d = 2,

A₁ = (ρ²/2)[(−1/3 − 1)(−2/3) + (1/3 + 1)(2/3)] = 8ρ²/9,
C₀ = −(ρ²/2)[(1)(−2/3) + (−1)(2/3)] = 2ρ²/3.

For P₃/₂ the two starting states contribute equally, which cancels the factor 1/2:

A₁ = ρ²[(2 − 1)(1) + (−2/3 − 1)(−1/3)] = 14ρ²/9,
C₀ = −ρ²(1 − 1/3) = −2ρ²/3.

The field does not mix s with p. It does mix the two p levels. The RCP strength from s↑ into P₁/₂ changes, per unit b, by

2ρ² · √(2/3) · [−(√2/3)(1/√3)/(3ζ/2)] = −8ρ²/(27ζ).

The LCP strength from s↓ changes by the opposite amount. Therefore

B₀ = (1/2)[8/(27ζ) + 8/(27ζ)]ρ² = 8ρ²/(27ζ)

for P₁/₂. The strength lost by one p level is gained by the other, so B₀ has the opposite sign for P₃/₂. With ζ = 400 cm⁻¹ its size is 7.41 × 10⁻⁴ a.u. per cm⁻¹.

### Sizes, shapes and saturation

At B = 1 T, b = 0.467 cm⁻¹. Compare the signal of P₁/₂ with its zero-field absorption peak D₀f(0). Here D₀ = (N₊ + N₋)/(2d) = ρ²/3. For a Gaussian, −f′ has its maximum at E − E₀ = w, so

A part: (8/9)(0.467)e^(−1/2)/(50 · 1/3) = 0.0151,
B part: (7.41 × 10⁻⁴)(0.467)/(1/3) = 0.00104,
C part: (2/3)(0.467)/(kT/3) = 0.934 cm⁻¹/kT.

The C part is 0.134 at 10 K and 0.0045 at 300 K. At 10 K the band has nearly the shape of absorption, while at 300 K the derivative shape dominates. The extrema at 300 K are +0.0186 at +45 cm⁻¹ and −0.0119 at −56 cm⁻¹ from the line centre. They are unequal because the positive B and C parts are added to the antisymmetric A part.

The area of −f′ is zero, and that of f is one. The area of Δs/b is therefore B₀ + C₀/kT. The first moment about E₀ is A₁, because integration by parts gives ∫x(−f′)dx = 1, while the centred f has no first moment. Moments of fully diagonalized spectra reproduce all three parameters in both bands.

At 2 K, kT is 1.39 cm⁻¹ and b/kT is no longer very small. The population difference of the two spin states follows tanh(b/kT), so the area of the P₁/₂ signal becomes C₀ tanh(b/kT) + B₀b. This gives 0.2162 a.u., as does full diagonalization. The 1/T law gives 0.2243 a.u., which is 3.7 per cent above the full value.

### When the two lines merge

If ζ is much smaller than w, the lines overlap. Let E_c be the centre of the p level and expand each f(E − E_J) about it. The areas of the B and C terms cancel between the lines. Their opposite signs and different positions leave a derivative curve:

B terms: −ζ · 8/(27ζ) + (ζ/2)(−8/(27ζ)) = −4/9,
C terms: [−ζ(2/3) + (ζ/2)(−2/3)]/kT = −ζ/kT,
A terms: 8/9 + 14/9 = 22/9.

All are in units of ρ². The merged signal is

Δs = bρ²(2 − ζ/kT)(−f′(E − E_c)).

This is the leading term for small ζ/w. Its coefficient vanishes at ζ = 2kT, and close to that point the neglected higher terms of the expansion determine the signal. For ζ ≪ kT the curve is the result of the atom without spin. With ζ = 2 cm⁻¹, b = 0.1 cm⁻¹ and T = 300 K, full diagonalization differs from the single curve by 0.11 per cent of the largest signal. The division into A and B terms thus depends on which levels are treated as separate.

The same sum is the first moment of the whole Δs/b about E_c, also when the lines are resolved. For ζ = 400 cm⁻¹ at 300 K, the shares are 2.444, −0.444 and −1.918, with a total of 0.082 a.u. The near cancellation comes from ζ/kT being close to 2 at this temperature. The numerical output below lists these values.

Table of computed values

```
MODEL: s -> p, one electron, g = 2
centre = 20000 cm^-1, zeta = 400 cm^-1
Gaussian standard deviation = 50 cm^-1
B = 1.0 T, dipole integral rho = 1.0 a.u.
mu_B*B = 0.46686 cm^-1
kT at 2 K = 1.3901 cm^-1
kT at 10 K = 6.9503 cm^-1
kT at 300 K = 208.5104 cm^-1
P1/2: E0 = 19600.0 cm^-1, D0 = 0.33333 a.u.
P1/2: A1 = 0.88889 a.u., C0 = 0.66667 a.u.
P1/2: B0 = 7.4074e-04 a.u./cm^-1
P1/2 exact moments: A1 = 0.88889, C0 = 0.66667 a.u.
P1/2 exact moments: B0 = 7.4074e-04 a.u./cm^-1
P3/2: E0 = 20200.0 cm^-1, D0 = 0.66667 a.u.
P3/2: A1 = 1.55556 a.u., C0 = -0.66667 a.u.
P3/2: B0 = -7.4074e-04 a.u./cm^-1
P3/2 exact moments: A1 = 1.55556, C0 = -0.66667 a.u.
P3/2 exact moments: B0 = -7.4074e-04 a.u./cm^-1
P1/2 zero-field peak cross section = 15.018 a0^2
P1/2 parts of Delta / (D0 f(0)), dimensionless:
A part, extremum = 1.510e-02
B part, centre = 1.037e-03
C part, centre, 2 K = 6.717e-01
C part, centre, 10 K = 1.343e-01
C part, centre, 300 K = 4.478e-03
2 K exact P1/2 max = 6.490e-01 at +2.0 cm^-1
2 K first-order error / exact max = 3.725 %
10 K exact P1/2 max = 1.374e-01 at +9.0 cm^-1
10 K first-order error / exact max = 0.150 %
300 K exact P1/2 max = 1.862e-02 at +45.0 cm^-1
300 K exact P1/2 min = -1.195e-02 at -56.0 cm^-1
300 K first-order error / exact max = 0.005 %
2 K P1/2 area: exact 0.21619 a.u.
2 K P1/2 area: tanh 0.21619, linear 0.22425 a.u.
First-moment shares: A 2.44444, B -0.44444 a.u.
First-moment share C at 300 K = -1.91837 a.u.
Exact total first moment / b, 300 K = 0.08163 a.u.
Merged bands, zeta = 2 cm^-1: error 0.110 %
Random model: remainder ratio on doubling B = 7.996
Random model: orientation-average error = 7.7e-06
Driven atom: area/formula = 0.9936
Driven atom: wrong-hand share = 4.3e-04
```
